# Ground-state Hamiltonian and absent linear Stark shift of the silicon-vacancy centre

A colour centre a few tens of nanometres below a diamond surface sits in the field of charges that hop between traps. If its ground and excited levels shift in proportion to that field, but by different amounts, its optical line wanders. The negative silicon-vacancy centre has a ground state split by roughly 48 GHz, and its silicon atom lies at a centre of inversion. What are its four lowest levels, and how can an electric field enter them?

Energies in GHz mean \(E/h\). The \(z\) axis is the [111] symmetry axis, \(e>0\), and the electric field is \(\mathbf F\).

## 1. Simplest case: one missing electron and spin-orbit coupling

The silicon atom sits midway between two vacant sites, with six carbon neighbours. Three are at \((\rho\cos\varphi_j,\rho\sin\varphi_j,h)\), \(\varphi_j=0,120^\circ,240^\circ\), and three at the inverted points. With one dangling orbital \(|j\rangle\) per carbon, the relevant pair is

\[
|e_x\rangle\propto\sum_j z_jx_j|j\rangle,\qquad |e_y\rangle\propto\sum_j z_jy_j|j\rangle .
\]

Inversion changes both factors in each product, so the pair is even: it is \(e_g\). It holds four electrons when full and three here, hence one hole and \(S=1/2\).

On the orbital pair define \(\tau_z=|e_x\rangle\langle e_x|-|e_y\rangle\langle e_y|\), \(\tau_x=|e_x\rangle\langle e_y|+|e_y\rangle\langle e_x|\), and

\[
L_z=\tau_y=-i|e_x\rangle\langle e_y|+i|e_y\rangle\langle e_x|,\qquad |\pm\rangle=\frac{|e_x\rangle\pm i|e_y\rangle}{\sqrt2},
\]

so \(L_z|\pm\rangle=\pm|\pm\rangle\). This \(L_z\) labels the sense of circulation; the size of the magnetic moment is a separate constant.

Let one electron have spin-orbit energy \(\lambda_0 l_zs_z\), with \(\lambda_0>0\) assumed. A full shell sums to zero. Removing the electron \((m,s)\) leaves

\[
\sum l_zs_z=-ms,\qquad L_z=-m,\qquad S_z=-s,\qquad L_zS_z=ms .
\]

The energy of the three-electron state is therefore \(-\lambda_0L_zS_z\). From here on \(L_z\), \(S_z\) and \(\tau\) act on three-electron states. The lower doublet, at \(-\lambda_0/2\), has \(L_z\) and \(S_z\) of equal sign; the upper lies \(\lambda_0\) higher.

## 2. Which static terms does D3d permit?

The group is generated by the threefold rotation, the mirror \(y\to-y\) and inversion. Of the 16 products of an orbital and a spin operator, time reversal leaves six even. It reverses \(\tau_y\) and every spin component but not \(\tau_z,\tau_x\), so these six are

\[
1,\quad\tau_z,\quad\tau_x,\quad L_zS_x,\quad L_zS_y,\quad L_zS_z .
\]

Rotating the orbitals by \(\alpha\) gives \(\tau_z\to\cos2\alpha\,\tau_z+\sin2\alpha\,\tau_x\). For \(\alpha=120^\circ\) the pair \((\tau_z,\tau_x)\) turns by \(240^\circ\), and no combination stays fixed. The same holds for \((S_x,S_y)\), which turns by \(120^\circ\), while \(L_z\) does not change. The mirror reverses \(L_z\) and also \(S_z\), because spin is an axial vector, so their product survives. Two invariants remain, \(1\) and \(L_zS_z\), in agreement with an explicit sum over the group.

A static Jahn-Teller term \(\Upsilon_x\tau_z+\Upsilon_y\tau_x\) is thus forbidden in exact D3d symmetry. It can describe residual strain or a frozen distortion, both of which lower the symmetry. For uniform strain the couplings are

\[
\Upsilon_x=d_1(\varepsilon_{xx}-\varepsilon_{yy})+d_2\varepsilon_{xz},\qquad
\Upsilon_y=2d_1\varepsilon_{xy}-d_2\varepsilon_{yz}.
\]

The first strain pair turns as \((\tau_z,\tau_x)\) does. For the second, a turn by \(240^\circ\) is one by \(-120^\circ\), so \((\tau_z,-\tau_x)\) turns like a vector; this gives the minus sign. Two further strain terms shift all levels equally.

With this term and an effective constant \(\lambda\), each spin sector \(s=\pm1/2\) has

\[
H_s=-\lambda s\,\tau_y+\Upsilon_x\tau_z+\Upsilon_y\tau_x .
\]

Different \(\tau\) matrices anticommute, so cross terms cancel in the square:

\[
H_s^2=\frac{\lambda^2}{4}+\Upsilon^2,\qquad \Upsilon^2=\Upsilon_x^2+\Upsilon_y^2,\qquad
\Delta=\sqrt{\lambda^2+4\Upsilon^2}.
\]

Here \(\Delta\) is the splitting between the roots \(\pm\Delta/2\). Both roots occur for each spin, giving two Kramers doublets. The limits are \(\Delta=\lambda\) without distortion and \(\Delta=2\Upsilon\) without spin-orbit coupling.

Take \(\lambda=47\) GHz and \((\Upsilon_x,\Upsilon_y)=(3,4)\) GHz. Then \(\Upsilon=5\) GHz and

\[
\Delta=\sqrt{47^2+4\cdot5^2}=48.05\ \text{GHz}\quad(198.7\ \mu\text{eV}).
\]

The observed splitting alone fixes \(\Delta\), not \(\lambda\).

## 3. Letting the carbon cage move

A distortion may appear in D3d if it is a dynamical variable. Let \((Q_x,Q_y)\) be dimensionless coordinates of an \(e_g\) vibration, transforming like \((\tau_z,\tau_x)\), with \(Q=(a+a^\dagger)/\sqrt2\). To linear order in \(Q\),

\[
H_v=\hbar\omega(n+1)+k\hbar\omega(Q_x\tau_z+Q_y\tau_x),
\]

where \(n\) is the total phonon number. For fixed nuclei at radius \(r=\sqrt{Q_x^2+Q_y^2}\), the lower energy is \(\hbar\omega(r^2/2-kr)\). Its minimum, at \(r=k\), is \(-E_{JT}\), with

\[
E_{JT}=\frac{k^2\hbar\omega}{2}.
\]

The minimum is a circular trough, so no direction of distortion is preferred.

From \(\tau_z|-\rangle=|+\rangle\) and \(\tau_x|-\rangle=-i|+\rangle\),

\[
Q_x\tau_z+Q_y\tau_x=|+\rangle\langle-|(Q_x-iQ_y)+|-\rangle\langle+|(Q_x+iQ_y).
\]

The factor \(Q_x+iQ_y\) raises the vibrational angular momentum \(\ell\) by one while \(\tau_y/2\) falls by one. Hence \(\ell+\tau_y/2\) is conserved. The doublet that starts at \(k=0\) as \(|\pm\rangle\) without phonons has the values \(\pm1/2\):

\[
|\Psi_+\rangle=|+\rangle|\chi_0\rangle+|-\rangle|\chi_1\rangle,\qquad
|\Psi_-\rangle=|-\rangle|\chi_0\rangle+|+\rangle|\chi_1^*\rangle .
\]

Here \(\chi_0\) has \(\ell=0\) and can be chosen real, \(\chi_1\) has \(\ell=1\), and the second state is the complex conjugate of the first. Let \(w_0\) and \(w_1\) be their squared norms, \(w_0+w_1=1\). Then

\[
p\equiv\langle\Psi_+|L_z|\Psi_+\rangle=w_0-w_1,
\]

\[
q\equiv\langle\Psi_+|\tau_z|\Psi_-\rangle=\langle\chi_0|\chi_0\rangle+\langle\chi_1|\chi_1^*\rangle=w_0=\frac{1+p}{2}.
\]

The last overlap vanishes because \(\ell=1\) and \(\ell=-1\) are orthogonal. Rotational symmetry gives \(\tau_x\) the same factor \(q\). Within the doublet, to first order in the small electronic terms,

\[
\lambda=p\lambda_0,\qquad \Upsilon=q\Upsilon_0 ,
\]

with \(\Upsilon_0\) the bare static term. Vibrations reduce circulation more strongly than they reduce a static distortion.

**Weak-coupling limit.** First-order perturbation theory adds to \(|+\rangle|0\rangle\) the component \(-k|-\rangle(Q_x+iQ_y)|0\rangle\). Since \(\langle Q_x^2+Q_y^2\rangle=1\) in the vacuum, \(w_1\simeq k^2\) and

\[
p\simeq1-2k^2=1-\frac{4E_{JT}}{\hbar\omega}.
\]

At \(k^2=0.001\) this gives 0.998, and diagonalization gives 0.998004. In the opposite limit the electron follows the real orbital of the lower energy sheet, for which \(\langle\tau_y\rangle=0\); then \(p\to0\) and \(q\to1/2\).

**Intermediate coupling.** For rough values \(\hbar\omega=80\) meV and \(E_{JT}=40\) meV, \(k=1\), where the weak formula is useless. Diagonalization gives \(p=0.297\) and \(q=0.6485\), consistent with \((1+0.297)/2\). The bare constants needed are

\[
\lambda_0=\frac{47}{0.297}\simeq158\ \text{GHz},\qquad
\Upsilon_0=\frac{5}{0.6485}=7.71\ \text{GHz}.
\]

Put back into the full vibronic Hamiltonian, they return a splitting of 48.052 GHz, equal to the four-level formula at the printed precision. The reduction works because each bare term is small beside the excited levels it can reach. \(\Upsilon_0\), about 0.03 meV, couples to the first vibronic level at 48.9 meV. \(L_z\) conserves \(\ell+\tau_y/2\) and skips that level, so \(\lambda_0\), about 0.65 meV, first reaches a level near 100 meV.

**Warping.** A quadratic coupling \(g_w\hbar\omega[(Q_x^2-Q_y^2)\tau_z/2-Q_xQ_y\tau_x]\) makes three minima in the trough. Along the minimum and saddle directions the lower sheet is \(\hbar\omega[(1\mp g_w)r^2/2-kr]\), with extremal energies \(-E_{JT}/(1\mp g_w)\). The barrier is therefore

\[
E_{JT}\left(\frac1{1-g_w}-\frac1{1+g_w}\right)=\frac{2g_wE_{JT}}{1-g_w^2}.
\]

For \(g_w=0.05\) it is 4.0 meV, and \(p\) changes only from 0.297 to 0.295. The doublet stays degenerate, because the quadratic coupling keeps the threefold symmetry. The ground level lies about 60 meV above the minima, far over the barrier, so the distortion still circulates almost freely round the trough.

## 4. Adding a magnetic field

A term linear in \(\mathbf B\) needs an operator odd under time reversal. The one purely orbital candidate is \(L_z\). Under the mirror both \(L_z\) and \(B_z\) change sign, so \(L_zB_z\) is allowed, and a transverse field has no purely orbital partner. If the electronic moment is \(g_L\) in units of the Bohr magneton, with \(g_L>0\) assumed, the vibrations reduce it to \(f=pg_L\). The ground-state Hamiltonian is then

\[
\boxed{H=-\lambda L_zS_z+\Upsilon_x\tau_z+\Upsilon_y\tau_x+f\mu_BL_zB_z+g_s\mu_B\mathbf S\cdot\mathbf B}
\]

This is a minimal form. Symmetry allows six invariants linear in \(\mathbf B\): the orbital term, separate axial and transverse spin terms, and three products of \((\tau_z,\tau_x)\) with spin and field. I take the spin term isotropic and drop the three products. Two of the neglected corrections are easy to estimate. Spin-orbit mixing with the \(a_{1g}\) orbital, which in the model of section 6 has energy \(2t_1+2t_2\) and lies 5.55 eV below \(e_g\), has a relative size near \(10^{-4}\). The larger one comes from excited vibronic levels: \(L_z\) connects them to the ground doublet, so at second order the spin-orbit and orbital Zeeman terms together give a term in \(S_zB_z\). It changes the axial spin factor by an amount of order \(\lambda_0g_L/\hbar\omega\), a few thousandths for the rough values \(\lambda_0=0.65\) meV, \(g_L=0.35\) and \(\hbar\omega=80\) meV. In the full vibronic problem it raises \(g_\parallel\) of both doublets by 0.002 and moves the levels at 0.2 T by 0.003 GHz, so the last digit of the four-level values below is not significant beyond the four-level model.

**Axial field.** Here \(S_z\) is conserved. With \(b=\mu_BB\), squaring the orbital part as before gives

\[
E=g_sbs\pm\sqrt{(fb-\lambda s)^2+\Upsilon^2}.
\]

Since \(s^2=1/4\), the root is \(\sqrt{\Delta^2/4-2\lambda sfb+f^2b^2}\simeq\Delta/2-2\lambda sfb/\Delta\) for a small field. Subtracting the energies for \(s=-1/2\) from those for \(s=1/2\) gives

\[
g_\parallel=g_s\pm\frac{2f\lambda}{\Delta},
\]

plus for the lower doublet, where orbital and spin moments are parallel.

With the rough value \(g_L=0.35\), \(f=0.297\times0.35=0.104\). The orbital term is reduced to about a tenth of a Bohr magneton, not removed. The correction is \(2(0.104)(47)/48.05=0.203\), so \(g_\parallel\) is 2.206 below and 1.799 above. At 0.2 T the levels are \(-27.113\), \(-20.939\), 21.508 and 26.544 GHz. The lower pair is split by 6.17 GHz and the upper by 5.04 GHz.

**Transverse field.** \(S_x\) flips the spin, but the two states of the lower doublet also have different orbitals. These correspond to \(\tau\)-space vectors \((\Upsilon_y,-\lambda s,\Upsilon_x)\) with \(s=\pm1/2\), each of length \(\Delta/2\). For two-level states the squared overlap is half of one plus the cosine of the angle between the vectors:

\[
|\langle\phi_{+}|\phi_{-}\rangle|^2=\frac12\left[1+\frac{\Upsilon^2-\lambda^2/4}{\Delta^2/4}\right]=\frac{4\Upsilon^2}{\Delta^2}.
\]

Hence, to first order in the field,

\[
g_\perp=g_s\frac{2\Upsilon}{\Delta}=2.002\times\frac{10}{48.05}=0.417 .
\]

Without distortion \(g_\perp=0\), because the two orbitals are orthogonal. Without spin-orbit coupling \(g_\perp=g_s\). Within the boxed Hamiltonian, a transverse microwave field can therefore drive the lower doublet at first order only if \(\Upsilon\neq0\). The dropped products can add a weak drive at \(\Upsilon=0\) when the static field is tilted from the axis.

## 5. Adding an electric field

Let \(\mathbf F\) be uniform across the centre, \(\mathbf D\) the operator multiplying it in the full Hamiltonian of electrons and nuclei, and \(P\) inversion about the silicon site. The dipole is odd, so

\[
P\mathbf DP^{-1}=-\mathbf D,\qquad PH(\mathbf F)P^{-1}=H(-\mathbf F).
\]

All four ground states are even: the orbital is \(e_g\), the vibration in \(H_v\) is even, and inversion does not act on spin. For any two of them,

\[
\langle a|\mathbf D|b\rangle=\langle a|P^{-1}(P\mathbf DP^{-1})P|b\rangle=-\langle a|\mathbf D|b\rangle=0 .
\]

The off-diagonal elements vanish too. This matters for degenerate levels, which a field could otherwise split as \(\pm|F|\) without moving their mean.

The argument extends beyond first order. Eliminating the other states perturbatively builds \(H_{\rm eff}(\mathbf F)\) from the unperturbed Hamiltonian, \(\mathbf D\cdot\mathbf F\) and the projector on the ground manifold. Inversion leaves the first and last unchanged, reverses \(\mathbf F\), and is the number 1 on the manifold. Therefore

\[
H_{\rm eff}(\mathbf F)=H_{\rm eff}(-\mathbf F).
\]

Every odd power of \(\mathbf F\) is absent. Uniform strain and a magnetic field are both even under inversion, so including them creates no linear Stark term. The optically excited \(E_u\) manifold has \(P=-1\) throughout, and the same proof applies. The optical lines therefore have no linear shift either.

**Test by removing inversion.** In the remaining group C3v, four linear terms become legal:

\[
F_z,\quad F_zL_zS_z,\quad \tau_zF_x-\tau_xF_y,\quad L_z(S_xF_x+S_yF_y).
\]

The group sum gives four in C3v and zero in D3d. Threefold symmetry alone would not protect the centre.

The result requires the silicon atom to be stable at the inversion centre and no level of opposite parity to lie close by. If two such levels are separated by \(D\) and coupled by \(v\), the lower is at \(-\sqrt{D^2/4+v^2}\). With \(v\propto F\), this is quadratic for \(v\ll D/2\) but approaches \(-|v|\) in the other limit. The spectrum remains even in \(F\), yet looks linear on each side of zero.

## 6. How large is the quadratic remainder?

The six dangling orbitals give a scale. Let hopping be \(t_1=-1.00\) eV within each carbon trio, \(t_2=-0.85\) eV to the two nearer carbons of the other trio, and zero to the opposite one. For the \(e\) orbitals the amplitudes on the other two members of a trio sum to minus the local amplitude; for the \(a\) orbitals they sum to twice it. Thus

\[
E_{eg}=-t_1-t_2,\quad E_{eu}=-t_1+t_2,\quad E_{a2u}=2t_1-2t_2 .
\]

The gaps from \(e_g\) are \(D=1.70\) eV to \(e_u\) and \(D_a=2.15\) eV to \(a_{2u}\). The first was chosen close to the optical energy. Unrelaxed carbon positions give \(h=0.1288\) nm and \(\rho=0.1457\) nm. Take \(F=0.1\) MV/cm, which is 0.01 V/nm.

**Axial field.** The site energies \(\pm eFh\) couple each \(e_g\) orbital to its \(e_u\) partner. The upper level rises by

\[
\sqrt{\frac{D^2}{4}+(eFh)^2}-\frac D2\simeq\frac{(eFh)^2}{D}
=\frac{(1.288\ \text{meV})^2}{1.70\ \text{eV}}=0.976\ \mu\text{eV}.
\]

With one hole and a field potential of zero trace, the total energy changes by minus the shift of the level holding the hole. The ground state therefore falls by 236 MHz. Both orbitals move equally, so no orbital splitting is added.

**Transverse field.** For \(\mathbf F\) along \(x\), the identity \(\cos\varphi_j\,e^{\pm i\varphi_j}=\tfrac12(1+e^{\mp i\varphi_j})\) holds because \(3\varphi_j\) is a multiple of \(360^\circ\). With \(v=eF\rho/2\) the potential acts as

\[
V|e_g^\pm\rangle=v\left(|a_{2u}\rangle+|e_u^\mp\rangle\right).
\]

At second order the \(e_u\) states give diagonal elements, whereas the shared \(a_{2u}\) state also connects \(e_g^+\) to \(e_g^-\):

\[
W=v^2\left(\frac1D+\frac1{D_a}\right)+\frac{v^2}{D_a}\tau_z .
\]

Here \(v=0.729\) meV. The mean hole shift is \(-135\) MHz, and the strain-like term has magnitude 59.7 MHz. Doubling the field multiplies the orbital splitting by 3.99999; a linear effect would give 2.

Vibrations reduce the strain-like term by \(q\), to about 39 MHz. Added parallel to the existing \(\Upsilon\), it changes the splitting by \(\delta\Delta\simeq4\Upsilon\,\delta\Upsilon/\Delta=4(5)(0.039)/48.05\simeq0.016\) GHz, small beside 48 GHz.

**A broken inversion centre.** Give the upper trio a site energy \(+\delta\) and the lower \(-\delta\). Replacing \(eFh\) by \(\delta+eFh\) and differentiating at \(F=0\) gives the slope of the \(e_g\) level:

\[
\frac{dE}{dF}=\frac{eh\delta}{\sqrt{D^2/4+\delta^2}} .
\]

For \(\delta=10\) meV this is a built-in dipole of magnitude \(0.0015\,e\) nm, or 36.6 GHz per MV/cm. A linear shift has returned, proportional to the asymmetry when \(\delta\ll D/2\).

## 7. Beside a real centre

The real centre has a ground splitting near 50 GHz and an optical line near 738 nm, so \(\Delta\) and \(D\) are typical. The division of \(\Delta\) into \(\lambda\) and \(\Upsilon\) is chosen, and the vibronic inputs and \(g_L\) are rough. The Stark magnitudes are less secure: the model omits the silicon orbitals, the diamond band states, lattice relaxation and electron interaction. The omitted states also polarize the ground and excited levels and can offset the mutual repulsion of \(e_g\) and \(e_u\), so neither the size nor the sign of the model's optical shift is a prediction for a real line. A Lorentz local field, with dielectric constant 5.7, would multiply the quadratic shifts by \(2.567^2=6.59\) and raise 236 MHz to about 1.6 GHz.

In a device, the assumptions of small strain and zero mean electric field can fail. If strain raised \(\Upsilon\) to 50 GHz at fixed \(\lambda\), \(\Delta\) would become 110 GHz and \(g_\perp\) about 1.8. A stray axial field \(F_0=0.1\) MV/cm gives the ground level a local slope of magnitude \(2(0.236)/0.1=4.7\) GHz per MV/cm. In the six-orbital model the \(e_u\) level moves the opposite way, so the optical line has twice this slope. Inversion symmetry thus removes the first-order effect of a fluctuating uniform field about zero field, not about an arbitrary bias. A nearby charge also produces a field gradient, which is even under inversion and can enter linearly. For a charge at distance \(R\) along \(x\), the part of its potential quadratic in position gives the \(e_g\) pair a strain-like term of magnitude \(3eF\rho^2/(8R)\). At \(R=30\) nm, with dielectric constant 5.7, the field is 0.0028 MV/cm and this term is about 18 MHz before vibrational reduction. The strain-like term quadratic in the same field is only about 0.05 MHz. For such a charge the gradient, not the quadratic Stark effect, is the main disturbance of the orbital pair in this model.

Temperature does not alter the Hamiltonian used here, but it decides which levels are occupied. The upper-doublet fraction is \(1/(1+e^{\Delta/k_BT})\): 36% at 4 K and about \(10^{-10}\) at 0.1 K. Thermal occupation of the lower doublet alone needs \(k_BT\ll\Delta\). The numerical output below lists the values used.

## Computed values

```
Invariants: static 2, linear in B 6
Orbital-only invariants linear in B: 1
Spin-free invariants linear in strain: 4
Invariants linear in electric field, D3d: 0
Same with inversion removed, C3v: 4
Input lambda = 47.0 GHz, Ux = 3.0 GHz, Uy = 4.0 GHz
Static term |U| = 5.00 GHz
Input phonon energy = 80.0 meV, E_JT = 40.0 meV
Linear coupling k = 1.0000
Reduction factor p = 0.2970, q = 0.6485
Weak-coupling check, k^2 = 0.001: p = 0.998004
Bare spin-orbit constant = 158.2 GHz
Bare static term = 7.710 GHz
Zero-field splitting, formula = 48.052 GHz
Zero-field splitting, full vibronic = 48.052 GHz
Zero-field splitting = 198.7 micro-eV
Bare orbital factor gL = 0.35, f = p gL = 0.1040
Bohr magneton / h = 13.9962 GHz/T, gs = 2.00232
g parallel: lower 2.2057, upper 1.7990
g perpendicular, lower doublet = 0.4167
Axial field B = 0.20 T
Levels at this B (GHz): -27.113, -20.939, 21.508, 26.544
Lattice constant = 0.357 nm, bond = 0.1546 nm
Carbon sites: radius 0.1457 nm, height 0.1288 nm
Hoppings: in trio -1.00 eV, across -0.85 eV
Gap eg-eu = 1.70 eV, eg-a2u = 2.15 eV
Electric field = 0.10 MV/cm = 0.010 V/nm
Axial field: hole shift = -236.0 MHz
Transverse: mean hole shift = -135.3 MHz
Transverse: strain-like term = 59.7 MHz
Splitting ratio on doubling the field = 3.99999
Dielectric constant = 5.7, local-field factor = 2.567
Local-field enhancement of quadratic shift = 6.59
Odd site offset = 10.0 meV
Linear slope it causes = 36.64 GHz per MV/cm
Induced dipole = 0.001515 e nm
First vibronic gap = 48.87 meV
Warping g = 0.05: barrier = 4.01 meV
With warping: p = 0.2954, q = 0.6477
With warping: first vibronic gap = 44.93 meV
Upper-doublet population at 4 K = 0.3597
Upper-doublet population at 0.1 K = 9.65e-11
Spin-orbit g-shift scale = 1.18e-04
```
